# The Hubbard Dimer in G0W0 and the Bethe-Salpeter Equation: verification in Python

```python
"""G0W0-BSE for the half-filled Hubbard dimer, tested against numerics.

Result under test (hopping t, repulsion U, Hartree-Fock starting point):
  RPA pole          Omega = sqrt(4 t^2 + 4 t U)
  static W          W(vv|cc) = U/2,  W(vc|vc) = w = U t / (2 (t + U))
  G0W0 gap          D = sqrt((2t + Omega)^2 + 4 t U^2 / Omega) - Omega
  BSE singlet       sqrt((D - U/2 + w) (D + 3U/2 - w))
  BSE triplet       sqrt((D - U/2 + w) (D - U/2 - w))
v, c: bonding and antibonding orbital. All energies are in units of t
in the printed example, where t = 1.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq


# ---------- closed formulas ----------
def rpa_formula(t, U):
    return np.sqrt(4*t*t + 4*t*U)


def w_formula(t, U):
    return U*t/(2*(t + U))


def gap_formula(t, U):
    om = rpa_formula(t, U)
    return np.sqrt((2*t + om)**2 + 4*t*U*U/om) - om


def bse_factors(t, U, gap):
    """Common A-B, then A+B for singlet and for triplet."""
    w = w_formula(t, U)
    return gap - U/2 + w, gap + 1.5*U - w, gap - U/2 - w


def bse_formula(t, U, gap):
    minus, plus_s, plus_t = bse_factors(t, U, gap)
    return np.sqrt(minus*plus_s), np.sqrt(minus*plus_t)


def exact_formula(t, U):
    """Charge gap, triplet, odd singlet, even singlet."""
    root = np.sqrt(U*U + 16*t*t)
    return root - 2*t, (root - U)/2, (root + U)/2, root


# ---------- numerical road ----------
def hartree_fock(t, U):
    h = np.array([[0.0, -t], [-t, 0.0]])
    orb = np.linalg.eigh(h)[1]
    for _ in range(5):
        gamma = np.outer(orb[:, 0], orb[:, 0])      # one spin
        fock = h + np.diag(2*U*np.diag(gamma)) - np.diag(U*np.diag(gamma))
        eps, orb = np.linalg.eigh(fock)
    return eps, orb


def screened_sites(U, eps, orb, freq_squared):
    """Site matrix W = (1 - v chi0)^-1 v at a squared frequency."""
    d = eps[1] - eps[0]
    rho = orb[:, 0]*orb[:, 1]
    chi0 = 2*np.outer(rho, rho)*2*d/(freq_squared - d*d)
    dielectric = np.eye(2) - U*chi0
    return np.linalg.solve(dielectric, U*np.eye(2)), np.linalg.det(dielectric)


def element(matrix, orb, p, q, r, s):
    return (orb[:, p]*orb[:, q]) @ matrix @ (orb[:, r]*orb[:, s])


NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)


def quasiparticles(t, U, eps, orb):
    """Roots of the quasiparticle equation, self-energy by quadrature."""
    scale = 2*t + U
    nu = scale*(1 + NODES)/(1 - NODES)
    jac = WEIGHTS*2*scale/(1 - NODES)**2
    wc = [screened_sites(U, eps, orb, -x*x)[0] - U*np.eye(2) for x in nu]
    result = []
    for p in (0, 1):
        el = np.array([[element(m, orb, p, k, k, p) for m in wc]
                       for k in (0, 1)])
        # the same-orbital term vanishes, so no pole crosses the contour
        assert np.max(np.abs(el[p])) < 1e-12*max(1, U)

        def equation(x):
            sigma = 0.0
            for k in (0, 1):
                a = eps[p] + x - eps[k]
                sigma -= np.sum(jac*el[k]*a/(a*a + nu*nu))/np.pi
            return x - sigma
        far = 10*t + 2*U
        bracket = (-far, 0.0) if p == 0 else (0.0, far)
        result.append(eps[p] + brentq(equation, *bracket, xtol=1e-13))
    return np.array(result)


def bse_eigenvalues(t, U):
    """All eigenvalues of the spin-orbital BSE matrix."""
    eps, orb = hartree_fock(t, U)
    qp = quasiparticles(t, U, eps, orb)
    ws = screened_sites(U, eps, orb, 0.0)[0]
    bare = element(U*np.eye(2), orb, 0, 1, 0, 1)
    w_direct = element(ws, orb, 0, 0, 1, 1)
    w_couple = element(ws, orb, 0, 1, 0, 1)
    pairs = [(i, a) for i in (0, 1) for a in (0, 1)]   # hole, particle spin
    A = np.zeros((4, 4))
    B = np.zeros((4, 4))
    for m, (i, a) in enumerate(pairs):
        for n, (j, b) in enumerate(pairs):
            exchange = bare*(i == a)*(j == b)
            A[m, n] = (qp[1] - qp[0])*(m == n) + exchange
            A[m, n] -= w_direct*(i == j)*(a == b)
            B[m, n] = exchange - w_couple*(i == b)*(a == j)
    return np.linalg.eigvals(np.block([[A, B], [-B, -A]])), qp


def exact_dimer(t, U):
    """Diagonalize the full Fock space; return sectors and N=2 vectors."""
    low = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for k in range(4):                        # 1up, 1down, 2up, 2down
        m = np.eye(1)
        for j in range(4):
            m = np.kron(m, sign if j < k else low if j == k else np.eye(2))
        ops.append(m)
    n = [c.T @ c for c in ops]
    H = U*(n[0] @ n[1] + n[2] @ n[3])
    for s in (0, 1):
        hop = ops[s].T @ ops[s + 2]
        H = H - t*(hop + hop.T)
    number = np.rint(np.diag(sum(n))).astype(int)
    levels = {}
    for N in (1, 2, 3):
        idx = np.where(number == N)[0]
        levels[N], vec = np.linalg.eigh(H[np.ix_(idx, idx)])
        if N == 2:
            diff = (n[0] + n[1] - n[2] - n[3])[np.ix_(idx, idx)]
            dipole = np.abs(vec.T @ diff @ vec[:, 0])
    return levels, dipole


# ---------- tests of all formulas at several parameters ----------
for t, U in [(1.0, 1.0), (1.0, 2.0), (0.7, 3.1), (1.0, 6.0)]:
    eps, orb = hartree_fock(t, U)
    assert np.allclose(eps, [U/2 - t, U/2 + t], atol=1e-12)
    pole = brentq(lambda x: screened_sites(U, eps, orb, x*x)[1],
                  2*t*(1 + 1e-6), 10*(t + U), xtol=1e-13)
    assert abs(pole - rpa_formula(t, U)) < 1e-9
    ws = screened_sites(U, eps, orb, 0.0)[0]
    assert abs(element(ws, orb, 0, 0, 1, 1) - U/2) < 1e-12
    assert abs(element(ws, orb, 0, 1, 0, 1) - w_formula(t, U)) < 1e-12
    values, qp = bse_eigenvalues(t, U)
    gap = gap_formula(t, U)
    assert abs(qp[1] - qp[0] - gap) < 1e-9
    assert np.max(np.abs(values.imag)) < 1e-7
    positive = np.sort(values.real[values.real > 0])
    singlet, triplet = bse_formula(t, U, gap)
    assert np.allclose(positive, [triplet]*3 + [singlet], atol=1e-7)
    lev, dip = exact_dimer(t, U)
    charge, ex_t, ex_s, ex_d = exact_formula(t, U)
    assert abs(lev[1][0] + lev[3][0] - 2*lev[2][0] - charge) < 1e-10
    assert np.allclose(lev[2][1:] - lev[2][0],
                       [ex_t]*3 + [ex_s, ex_d], atol=1e-10)
    assert dip[4] > 0.1 and dip[5] < 1e-10    # even singlet is dark

# ---------- weak-coupling expansions, t = 1 ----------
u = sp.symbols('u', positive=True)
om = 2*sp.sqrt(1 + u)
gap_sym = sp.sqrt((2 + om)**2 + 4*u**2/om) - om
root = sp.sqrt(u**2 + 16)
w_sym = u/(2*(1 + u))


def coefficients(expr):
    ser = sp.expand(sp.series(expr, u, 0, 4).removeO())
    return [sp.nsimplify(ser.coeff(u, k)) for k in range(4)]


def bse_symbolic(gap):
    minus = gap - u/2 + w_sym
    return (sp.sqrt(minus*(gap + 3*u/2 - w_sym)),
            sp.sqrt(minus*(gap - u/2 - w_sym)))


R = sp.Rational
c_gap, c_gap_ex = coefficients(gap_sym), coefficients(root - 2)
c_s, c_t = [coefficients(e) for e in bse_symbolic(gap_sym)]
c_s_ex, c_t_ex = coefficients((root + u)/2), coefficients((root - u)/2)
c_s_fix, c_t_fix = [coefficients(e) for e in bse_symbolic(root - 2)]
assert c_gap == [2, 0, R(1, 4), R(-3, 16)]
assert c_gap_ex == [2, 0, R(1, 8), 0]
assert c_s == [2, R(1, 2), R(3, 16), R(-19, 64)]
assert c_t == [2, R(-1, 2), R(3, 16), R(-5, 64)]
assert c_s_ex == [2, R(1, 2), R(1, 16), 0]
assert c_t_ex == [2, R(-1, 2), R(1, 16), 0]
assert c_s_fix[:3] == c_s_ex[:3] and c_t_fix[:3] == c_t_ex[:3]

# ---------- second-order self-energy: direct and exchange parts ----------
eps, orb = hartree_fock(1.0, 1.0)
eri = np.einsum('xp,xq,xr,xs->pqrs', orb, orb, orb, orb)   # U = 1


def second_order(p):
    direct = exchange = 0.0
    # one occupied orbital 0 and one virtual orbital 1
    for one, other in ((0, 1), (1, 0)):
        g = eri[p, other, one, other]
        denominator = eps[p] + eps[one] - 2*eps[other]
        if abs(g) > 1e-12:
            direct += 2*g*g/denominator
            exchange -= g*g/denominator
    return np.array([direct, exchange])


gap_direct, gap_exchange = second_order(1) - second_order(0)
assert abs(gap_direct - float(c_gap[2])) < 1e-12
assert abs(gap_direct + gap_exchange - float(c_gap_ex[2])) < 1e-12

# ---------- error sign changes and instabilities, t = 1 ----------


def error(U, which):
    value = bse_formula(1.0, U, gap_formula(1.0, U))[which]
    return value - exact_formula(1.0, U)[2 - which]


def factor(U, which):
    return bse_factors(1.0, U, gap_formula(1.0, U))[which]


def single_root(function, grid):
    vals = np.array([function(x) for x in grid])
    change = np.where(vals[:-1]*vals[1:] < 0)[0]
    assert len(change) == 1
    k = change[0]
    return brentq(function, grid[k], grid[k + 1], xtol=1e-12)


scan = np.linspace(0.013, 200.0, 4001)
U_triplet = single_root(lambda x: factor(x, 2), scan)
U_singlet = single_root(lambda x: factor(x, 0), scan)
assert min(factor(x, 1) for x in scan) > 0
cross_s = single_root(lambda x: error(x, 0),
                      np.linspace(0.013, 0.999*U_singlet, 800))
cross_t = single_root(lambda x: error(x, 1),
                      np.linspace(0.013, 0.999*U_triplet, 800))
for U, expected in [(0.98*U_triplet, 0), (1.02*U_triplet, 6),
                    (0.98*U_singlet, 6), (1.02*U_singlet, 2)]:
    values = bse_eigenvalues(1.0, U)[0]
    assert np.sum(np.abs(values.imag) > 1e-4) == expected
A_triplet_beyond = gap_formula(1.0, 1.02*U_singlet) - 0.51*U_singlet
assert A_triplet_beyond < 0

# ---------- worked example ----------
t, U = 1.0, 2.0
eps, orb = hartree_fock(t, U)
values, qp = bse_eigenvalues(t, U)
om, w, gap = rpa_formula(t, U), w_formula(t, U), gap_formula(t, U)
singlet, triplet = bse_formula(t, U, gap)
charge, ex_t, ex_s, ex_d = exact_formula(t, U)
fix_s, fix_t = bse_formula(t, U, charge)
lev, dip = exact_dimer(t, U)


def show(label, value, unit='t'):
    print(f'{label:<36s}{value:10.4f} {unit}')


print('Worked example, energies in units of t')
show('hopping t', t)
show('repulsion U', U)
show('HF energy, bonding', eps[0])
show('HF energy, antibonding', eps[1])
show('RPA pole Omega', om)
show('M^2 = t U^2 / Omega', t*U*U/om, 't^2')
show('G0W0 energy, bonding', qp[0])
show('G0W0 energy, antibonding', qp[1])
show('G0W0 gap', gap)
show('exact charge gap', charge)
show('direct term W(vv|cc)', U/2)
show('bare coupling (vc|vc)', U/2)
show('screened coupling w', w)
show('A singlet = TDA singlet', gap + U/2)
show('B singlet', U - w)
show('A triplet = TDA triplet', gap - U/2)
show('B triplet', -w)
show('A-B, both spins', gap - U/2 + w)
show('A+B singlet', gap + 1.5*U - w)
show('A+B triplet', gap - U/2 - w)
show('BSE singlet', singlet)
show('exact odd singlet', ex_s)
show('BSE triplet', triplet)
show('exact triplet', ex_t)
show('exact even singlet, not in BSE', ex_d)
show('BSE singlet with exact gap', fix_s)
show('BSE triplet with exact gap', fix_t)
show('|<odd singlet|n1-n2|0>|', dip[4], '(no unit)')
show('|<even singlet|n1-n2|0>|', dip[5], '(no unit)')
print('U/t  gap GW, exact | S BSE, exact | T BSE, exact (t)')
for x in (1.0, 2.0, 4.0, 6.0):
    g = gap_formula(1.0, x)
    s, tr = bse_formula(1.0, x, g)
    e = exact_formula(1.0, x)
    print(f'{x:3.0f} {g:8.4f} {e[0]:7.4f} |{s:7.4f} {e[2]:7.4f}'
          f' |{tr:7.4f} {e[1]:7.4f}')
print('Coefficients of U^0..U^3 at t = 1')
for name, co in [('GW gap', c_gap), ('exact gap', c_gap_ex),
                 ('BSE singlet', c_s), ('exact singlet', c_s_ex),
                 ('BSE triplet', c_t), ('exact triplet', c_t_ex)]:
    print(f'{name:<15s}', ', '.join(str(k) for k in co))
show('2nd-order gap shift, direct', gap_direct, 'U^2/t')
show('2nd-order gap shift, exchange', gap_exchange, 'U^2/t')
show('singlet error changes sign at U', cross_s)
show('triplet error changes sign at U', cross_t)
show('triplet becomes imaginary at U', U_triplet)
show('singlet becomes imaginary at U', U_singlet)
print('all tests passed')
```

It prints:

```
Worked example, energies in units of t
hopping t                               1.0000 t
repulsion U                             2.0000 t
HF energy, bonding                     -0.0000 t
HF energy, antibonding                  2.0000 t
RPA pole Omega                          3.4641 t
M^2 = t U^2 / Omega                     1.1547 t^2
G0W0 energy, bonding                   -0.2037 t
G0W0 energy, antibonding                2.2037 t
G0W0 gap                                2.4075 t
exact charge gap                        2.4721 t
direct term W(vv|cc)                    1.0000 t
bare coupling (vc|vc)                   1.0000 t
screened coupling w                     0.3333 t
A singlet = TDA singlet                 3.4075 t
B singlet                               1.6667 t
A triplet = TDA triplet                 1.4075 t
B triplet                              -0.3333 t
A-B, both spins                         1.7408 t
A+B singlet                             5.0741 t
A+B triplet                             1.0741 t
BSE singlet                             2.9720 t
exact odd singlet                       3.2361 t
BSE triplet                             1.3674 t
exact triplet                           1.2361 t
exact even singlet, not in BSE          4.4721 t
BSE singlet with exact gap              3.0460 t
BSE triplet with exact gap              1.4339 t
|<odd singlet|n1-n2|0>|                 1.0515 (no unit)
|<even singlet|n1-n2|0>|                0.0000 (no unit)
U/t  gap GW, exact | S BSE, exact | T BSE, exact (t)
  1   2.1443  2.1231 | 2.5357  2.5616 | 1.6252  1.5616
  2   2.4075  2.4721 | 2.9720  3.2361 | 1.3674  1.2361
  4   3.0245  3.6569 | 3.5051  4.8284 | 0.9432  0.8284
  6   3.6740  5.2111 | 3.6744  6.6056 | 0.5201  0.6056
Coefficients of U^0..U^3 at t = 1
GW gap          2, 0, 1/4, -3/16
exact gap       2, 0, 1/8, 0
BSE singlet     2, 1/2, 3/16, -19/64
exact singlet   2, 1/2, 1/16, 0
BSE triplet     2, -1/2, 3/16, -5/64
exact triplet   2, -1/2, 1/16, 0
2nd-order gap shift, direct             0.2500 U^2/t
2nd-order gap shift, exchange          -0.1250 U^2/t
singlet error changes sign at U         0.6942 t
triplet error changes sign at U         5.3449 t
triplet becomes imaginary at U          7.3524 t
singlet becomes imaginary at U         12.4794 t
all tests passed
```
